# Why Gate-Opening Pressure Depends on Crystal Size in Flexible Porous Solids

## The form of the size dependence

The free energy of a compact crystal of edge $L$ has a bulk part proportional to $L^3$, a face part proportional to $L^2$ and an edge part proportional to $L$. The number of host cells grows as $L^3$. Per cell, the difference between the open and closed forms must therefore read

$$\text{constant}+\frac{\text{volume}\times\text{surface energy}}{L}+O(L^{-2}).$$

The constant is the bulk balance that sets the gate pressure of a large crystal. The second term is the leading size effect. It assumes short-ranged forces, a fixed shape and a surface free energy that does not itself depend on $L$.

This argument fixes the size law of the free energy. It fixes neither the sign of the effect nor the response of the pressure, which depends on how the host fills with guests.

## The bulk balance

Take a fixed number of host cells at temperature $T$, in contact with an ideal gas at pressure $p$. The potential that is lowest at equilibrium is, per cell of form $i$, $\omega_i=f_i^{\rm tot}+pv_i-\mu n_i$. Here $f_i^{\rm tot}$ is the Helmholtz energy of host and guests, $v_i$ the cell volume, $n_i$ the uptake and $\mu$ the guest chemical potential. At fixed temperature $d\omega_i=v_i\,dp-n_i\,d\mu$, and for an ideal gas $d\mu=kT\,dp/p$. With $v_i$ constant, integration from the empty host, of free energy $f_i$, gives

$$\omega_i(p)=f_i+pv_i-kT\int_0^p\frac{n_i(p')}{p'}\,dp'.$$

Let the closed form be empty and let the open form fill by the Langmuir law $n=n_sKp/(1+Kp)$, with $n_s$ sites per cell. The integral is then $n_s\ln(1+Kp)$. Writing $\Delta$ for open minus closed,

$$\Delta\omega(p)=\Delta f+p\,\Delta v-n_skT\ln(1+Kp).$$

The host pays $\Delta f$ to open and the guests repay it. The bulk gate pressure $p_0$ is where $\Delta\omega=0$.

## Adding the surface

Let the closed crystal be a cube of edge $L$, with cell volume $v_c$, so that $N=L^3/v_c$ and its area is $6L^2$. On opening, the same faces have area $6aL^2$. With surface free energies $\gamma_o$ and $\gamma_c$, the surface contribution to the difference is

$$6L^2(a\gamma_o-\gamma_c)\equiv 6L^2\Delta\sigma .$$

If the faces differ, $\Delta\sigma$ is their average. The relevant quantity is the cost of exposing the same host cells in both forms, so the area ratio $a$ belongs in it. Dividing by $N$ and adding the bulk term gives the equilibrium condition

$$\Delta\omega(p_g)+\frac{6v_c\,\Delta\sigma(p_g)}{L}+O(L^{-2})=0. \tag{1}$$

For another shape, $6/L$ is replaced by the area-to-volume ratio of the closed crystal. A wide plate of thickness $t$ has $2/t$, so at equal $\Delta\sigma$ its surface term is one third of that of a cube of edge $t$.

If $\Delta\sigma>0$, small crystals need more guest pressure to open. If $\Delta\sigma<0$, they open earlier. Outer cells lack neighbours: when the open form loses more contact energy at its surface, opening is penalised; when the closed form loses more, opening is helped.

Guests also change the surface term. Let $A_1$ be the closed face area per outer cell and $\Gamma$ the excess uptake per face cell relative to bulk filling. For the whole open crystal the guest part of $d\Omega_o/d\ln p$ is $-kT$ times the total uptake. Subtracting the same relation for $N$ bulk cells leaves

$$A_1\frac{d\Delta\sigma}{d\ln p}=-kT\,\Gamma .$$

This uses an empty closed form and no excess volume at the surface. Weaker binding in outer cells makes $\Gamma$ negative, so $\Delta\sigma$ rises with pressure.

## From free energy to pressure

Put $\delta=\ln(p_g/p_0)$ and expand equation (1) about $p_0$. The slope of the bulk term is

$$\frac{d\Delta\omega}{d\ln p}=p\,\Delta v-kT\,n_o\equiv-kT\,\Delta n,\qquad \Delta n=n_o-\frac{p\,\Delta v}{kT}.$$

Since $\Delta\omega(p_0)=0$, the leading order of (1) is $-kT\,\Delta n\,\delta+6v_c\Delta\sigma(p_0)/L=0$, or

$$\ln\frac{p_g}{p_0}\simeq\frac{\ell}{L},\qquad \ell=\frac{6v_c\,\Delta\sigma(p_0)}{kT\,\Delta n}. \tag{2}$$

At fixed $\Delta\sigma$ and temperature, a larger uptake jump makes the gate less sensitive to size, because a small rise in pressure then supplies much free energy.

Two limits show the larger shifts. Neglect $p\,\Delta v$ and hold $\Delta\sigma$ at its value at $p_0$. Solving (1) for the logarithm and exponentiating gives

$$1+Kp_g=(1+Kp_0)\exp\!\left(\frac{6v_c\Delta\sigma}{n_skT\,L}\right).$$

Near saturation, $Kp\gg1$, the pressure is exponential in $1/L$. In the dilute limit, $Kp\ll1$, the logarithm becomes $Kp$ and (1) gives

$$\frac{p_g}{p_0}\simeq1+\frac{6v_c\Delta\sigma}{L\,\Delta f},$$

which is linear in $1/L$.

## When the crystal does not switch as a whole

Equation (1) compares a uniformly open crystal with a uniformly closed one. Suppose $\Delta\sigma>0$. An open crystal could keep a thin closed skin, replacing the surface cost $a\gamma_o$ by $\gamma_c+\tau$, where $\tau$ is the cost of the wall between the forms per closed area, misfit strain included. Near the gate the bulk cost of a thin skin is small, so the skin pays if $\Delta\sigma>\tau$. For $\Delta\sigma<0$, the same reasoning puts an open skin on the closed crystal if $|\Delta\sigma|>\tau$.

In crystals many cells across, whole-crystal switching thus requires $|\Delta\sigma|<\tau$. Otherwise the skin limits the effective magnitude of $\Delta\sigma$ to about $\tau$, and the size effect shrinks accordingly. Where opening roughly doubles the cell volume, misfit should make a skin expensive, but $\tau$ has to be known before (1) is trusted.

## How large the effect is

The example has $T=77$ K, $kT=6.635$ meV, closed cells of edge 0.9 nm with $v_c=0.729$ nm³, open cells of 1.6 nm³, $n_s=20$ and $K=1$ Torr⁻¹. The static host gap is 0.500 eV per cell. Six classical soft modes per cell, softer in the open form, lower it to $\Delta f=0.478$ eV. The term $p\,\Delta v$ is about $3\times10^{-5}$ eV and can be dropped, so

$$p_0\simeq\frac{1}{K}\left[\exp\!\left(\frac{0.4781}{20\times0.006635}\right)-1\right]\simeq35.7\ \text{Torr}.$$

A face cell lacks one first neighbour and four second neighbours. Half of each lost contact energy is assigned to it. In the late-opening case these energies are 0.96 and 0.13 eV in the open form, against 0.60 and 0.10 eV in the closed form:

$$\tfrac12(0.96-0.60)+\tfrac42(0.13-0.10)=0.24\ \text{eV per face cell}.$$

Division by $A_1=0.81$ nm² gives 0.296 eV/nm²; vibrations change this little, to 0.297. Each missing first neighbour also multiplies $K$ by 0.7. At $p_0$ this adds

$$\frac{20\times0.006635}{0.81}\ln\frac{1+35.72}{1+0.7\times35.72}=0.057\ \text{eV/nm}^2,$$

so $\Delta\sigma(p_0)=0.353$ eV/nm², or 0.057 J/m². The early-opening case has open-form contact energies of 0.30 and 0.07 eV and gives $\Delta\sigma(p_0)=-0.202$ eV/nm², or $-0.032$ J/m².

With $\Delta n=19.45$, equation (2) gives for the late case

$$\ell=\frac{6\times0.729\times0.3533}{0.006635\times19.45}\simeq12\ \text{nm}.$$

The full solutions of (1), without the $O(L^{-2})$ term, are:

| $L$ (nm) | late case (Torr) | early case (Torr) |
|---|---|---|
| 20 | 64.8 | 25.3 |
| 50 | 45.4 | 31.1 |
| 100 | 40.3 | 33.3 |
| 500 | 36.6 | 35.2 |
| 1000 | 36.1 | 35.5 |

In the late case the shift from the bulk gate is 82% at 20 nm, 13% at 100 nm and 1.2% at 1000 nm. With these surface energies, this is an effect of crystals below roughly 100 nm.

Explicit cubes, with missing neighbours, vibrations and guest filling summed over all cells, test the law within the uniform-form assumption. For 12 cells per edge (10.8 nm), the late case opens at 106.4 Torr, against 107.4 Torr predicted from bulk and slab data. The early case gives 18.9 against 18.7 Torr. When the late case's first-neighbour energy is retuned so that the face cost vanishes at $p_0$, the same cube opens at 35.4 Torr, close to the bulk value. The face cost therefore causes the shift in this model.

The small remainder comes mostly from crystal edges. A cube of $m^3$ cells has $6m(m-1)^2=6m^3-12m^2+6m$ second-neighbour pairs. The last term restores $6m$ pairs relative to the bulk-plus-face count. In the late case each restored pair favours the open form by 0.03 eV, giving $-0.18/m^2$ eV per cell, or $-1.25$ meV at $m=12$. The computed remainder is $-1.29$ meV, and between 6 and 12 cells it falls as $L^{-2.00}$.

## Can surface energy hold an empty crystal open?

Without guests, (1) makes the open form stable below

$$L^*=-\frac{6v_c\Delta\sigma(0)}{\Delta f},\qquad \Delta\sigma(0)<0 .$$

The early case has $\Delta\sigma(0)=-0.259$ eV/nm², so $L^*\simeq2.4$ nm. That is under three cells, where edge terms matter, and means only that the size is very small. The formula was tested where it should hold: with $\Delta f$ lowered to 0.14 eV per cell, it predicts $L^*$ at 9 cells, and explicit empty cubes prefer the open form at 8 cells and the closed form at 10.

Holding an empty 500 nm crystal open against the original $\Delta f$ would require

$$\Delta\sigma=-\frac{0.4781\times500}{6\times0.729}\simeq-55\ \text{eV/nm}^2,$$

or $-8.8$ J/m², more than a hundred times the values used here. Alternatively, the early case's $\Delta\sigma(0)$ would suffice if $\Delta f$ were only $6\times0.729\times0.259/500\simeq0.0023$ eV per cell. The bulk gate would then lie near 0.02 Torr at the same $K$. To put it near 36 Torr instead, $K$ would have to be about two thousand times smaller, and the open form would then hold only about 0.3 guests per cell at the gate. A large crystal that takes up many guests per cell at a gate of tens of Torr is therefore inconsistent with that explanation in this model.

## Hysteresis and the measured step

A measured opening pressure can exceed $p_g$ because the new form must nucleate. For a spherical nucleus of radius $r$ inside the crystal, wall energy $\tau$ and driving force $g=-\Delta\omega/v_c$ per closed volume,

$$W(r)=4\pi r^2\tau-\tfrac43\pi r^3g .$$

Setting $dW/dr=8\pi r\tau-4\pi r^2g=0$ gives $r^*=2\tau/g$. Substitution gives

$$W^*=\frac{16\pi\tau^3}{g^2}-\frac{32\pi\tau^3}{3g^2}=\frac{16\pi\tau^3}{3g^2}.$$

Take $\tau=0.05$ eV/nm² and allow a barrier of $40kT=0.265$ eV. Then $g=0.089$ eV/nm³, and a large crystal that has to nucleate in its interior opens at about 59 Torr instead of 36. A nucleus on a face replaces part of its wall by outer surface. For $|\Delta\sigma|<\tau$ it is a cap with $\cos\theta=-\Delta\sigma/\tau$, and the barrier is multiplied by $(2+\cos\theta)(1-\cos\theta)^2/4$. This is below one for either sign of $\Delta\sigma$: at $\Delta\sigma=0$ it is one half and the opening falls to about 51 Torr. For $\Delta\sigma\le-\tau$ the barrier vanishes, and for $\Delta\sigma\ge\tau$ the face gives no help. The formula also omits the misfit strain of a coherent embedded nucleus, which grows with its volume and is subtracted from $g$. The isotropic small-strain value is $2G\epsilon^2(1+\nu)/(1-\nu)$, with shear modulus $G$, Poisson ratio $\nu$ and linear misfit $\epsilon$. For $\epsilon=0.26$ and $\nu=0.3$ it is about 0.16 eV/nm³ at $G=0.1$ GPa and 1.6 eV/nm³ at 1 GPa, larger than the drive found here. Guests must also reach a nucleus buried in a closed host. The 59 Torr is therefore an illustration, not a bound, and a real crystal is more likely to switch from faces, from defects or layer by layer. In the late case the surface term $6\Delta\sigma/L$ equals this drive at 24 nm; in larger crystals the barrier is the larger effect. The allowed barrier itself falls with the number of nucleation sites: if $40kT$ holds at 1000 nm, about $33kT$ holds at 100 nm and the opening moves from 59 to 62 Torr, a size shift with no surface energy involved.

This is an order-of-magnitude estimate. The critical radius, 1.1 nm, is near one cell. The assumed $\tau$ also lies below both values of $|\Delta\sigma|$, so whole-crystal switching would need extra misfit cost in a skin. If $\tau=0.05$ eV/nm² were the full skin cost, the late shift at 100 nm would be capped near $6\times0.729\times0.05/(100\times0.129)\simeq1.7\%$ instead of 13%. A larger wall energy removes the skin but raises the drive required for interior nucleation as $\tau^{3/2}$ at fixed barrier. In the late case, a wall of 0.353 eV/nm², just enough to prevent a skin, would need about 1.2 eV per cell. The bulk drive at 730 Torr, near the condensation of nitrogen at 77 K, is only about 0.40 eV. The critical radius is then below one cell, so the estimate is only a warning that the crystal may fail to open at its equilibrium gate.

Thermal smearing of a single crystal is negligible in the two-state model. Going from 10% to 90% open changes $\Delta\Omega/kT$ by $2\ln9$, a width $2\ln9/(N\Delta n)\simeq2\times10^{-5}$ in $\ln p$ at 20 nm. A size spread matters more: in the late case, crystals of 80 and 120 nm open at 41.5 and 39.5 Torr.

## Setting the model beside a real framework

The parameters are round values in the rough regime of nitrogen near 77 K in the pillared-layer framework DUT-8(Ni), whose cell volume more than doubles on opening. They are not fitted to it, and the surface energies are assumed. In that material, micrometre-sized crystals close on guest removal and show a gate, while crystals below roughly half a micrometre tend to stay open. Staying open matches the direction of $\Delta\sigma<0$, but with a gap near half an eV per cell the equilibrium surface term is far too small at that size. Among the crystals that still switch, the opening pressure is reported to rise as the size falls, which is the opposite direction, so one sign of $\Delta\sigma$ does not account for both observations. Kinetic trapping of the open form is a possible cause, but it is not shown here. With $g=0.478/0.729=0.66$ eV/nm³ and $\tau=0.05$ eV/nm², the nucleation formula gives a closing barrier below $kT$ and a critical radius of 0.15 nm. That is far below one cell, so the formula cannot be trusted for closing. A very high barrier would also hold large crystals open. Trapping only the small ones needs a closing rate that grows with size, as it does when a larger crystal offers more places, in the bulk or at defects, where closing can start. The assumption of equilibrium can also fail: in the estimate above, a barrier to interior nucleation moves the opening from 36 to 59 Torr, though faces with $\Delta\sigma<\tau$ reduce this delay and misfit strain increases it. Uptake by the closed form also matters: one site per closed cell with the same $K$ moves the bulk gate to 43 Torr. Gas non-ideality, with a rough virial coefficient, changes the fugacity by about 0.2%.

## What to do with size-dependent data

Measure both opening and closing branches. For crystals of one size that switch as a whole, spontaneous opening requires $p\ge p_g$ and closing requires $p\le p_g$, so the equilibrium gate lies between them. A shift of the opening branch alone does not establish a surface effect.

If the loop is narrow, plot $\ln p_g$ against the area-to-volume ratio at fixed temperature, guest and facet type. For small shifts in crystals that switch as a whole, the slope is $v_c\Delta\sigma/(kT\,\Delta n)$; if skins form, it reflects the wall energy $\tau$ instead. Extract $\Delta\sigma$ and ask whether its size is credible for a surface; a value of several J/m² points to another cause.

Check that composition and defects do not vary with size. In the example, a 10% change in gate pressure corresponds to $kT\,\Delta n\ln1.1\simeq12$ meV per cell, under 3% of the host gap. A small chemical difference between batches can therefore imitate the surface term. To move the equilibrium gate by downsizing, the model calls for crystals of tens of nanometres, a known sign of $\Delta\sigma$ and a wall costly enough to prevent skins. Such a wall can also delay or block the switch, so the measured step need not follow the equilibrium gate. The numerical output below gives the remaining values.

## Numbers as computed

```
temperature 77 K, kT 6.635 meV
closed cell edge 0.9 nm, volume 0.729 nm^3
open cell volume 1.6 nm^3
guest sites per cell 20, K 1.0 1/Torr
factor on K per missing neighbour 0.7
static host gap 0.500 eV/cell, soft modes 6
springs (on-site, coupling; relative) {'closed': (1.0, 1.0), 'open': (0.5, 0.3)}
lost-contact energies closed (0.6, 0.1) eV
lost-contact energies open, case later (0.96, 0.13) eV
lost-contact energies open, case earlier (0.3, 0.07) eV
host free-energy gap, empty 0.4781 eV/cell
bulk gate pressure 35.72 Torr
effective uptake jump 19.451 guests/cell
surface excess uptake -0.224 guests/face cell
case later: dsigma empty 0.2968 eV/nm^2
  dsigma at bulk gate 0.3533 eV/nm^2 = 0.0566 J/m^2
  L 20 nm: gate 64.83 Torr, ratio 1.8150
  L 50 nm: gate 45.36 Torr, ratio 1.2700
  L 100 nm: gate 40.25 Torr, ratio 1.1271
  L 200 nm: gate 37.92 Torr, ratio 1.0617
  L 500 nm: gate 36.58 Torr, ratio 1.0242
  L 1000 nm: gate 36.15 Torr, ratio 1.0120
  12-cell cube (10.8 nm): explicit 106.36, predicted 107.38 Torr
case earlier: dsigma empty -0.2588 eV/nm^2
  dsigma at bulk gate -0.2022 eV/nm^2 = -0.0324 J/m^2
  L 20 nm: gate 25.28 Torr, ratio 0.7077
  L 50 nm: gate 31.13 Torr, ratio 0.8715
  L 100 nm: gate 33.35 Torr, ratio 0.9337
  L 200 nm: gate 34.51 Torr, ratio 0.9663
  L 500 nm: gate 35.23 Torr, ratio 0.9864
  L 1000 nm: gate 35.47 Torr, ratio 0.9932
  12-cell cube (10.8 nm): explicit 18.88, predicted 18.71 Torr
control 12-cell cube, zero face cost: 35.36 Torr
remainder, 12-cell cube -1.290 meV/cell
remainder falls as L to the power -2.001
case earlier: empty crystal open below 2.37 nm
dsigma to hold empty 500 nm crystal open -54.7 eV/nm^2 = -8.76 J/m^2
case later, L 80 and 120 nm: 41.48, 39.46 Torr
10-90% width in ln p, one 20 nm crystal 2.04e-05
assumed wall energy 0.05 eV/nm^2, barrier 40 kT = 0.265 eV
nucleation: drive 0.0888 eV/nm^3, radius 1.13 nm
bulk opening pressure with that barrier 58.8 Torr
L where surface shift equals that drive 23.9 nm
gas virial -0.5 nm^3: ln(fugacity/pressure) -0.00224
pressure-volume term 2.59e-05 eV/cell
bulk gate if closed cell has 1 site 43.39 Torr
quantum term, 1 THz modes 0.644 meV/cell
```
